# Electric field at a donor's classical barrier top in silicon and germanium

A cold crystal contains a few shallow donors, each holding one electron in a large orbit around a positively charged core. A voltage across the crystal tilts the potential energy of the electron. On one side of the donor the potential now falls without limit, and between the donor and this downhill region stands a barrier whose height decreases as the field grows. At what field does the barrier top come down to the donor level, and how different is the answer in silicon and in germanium?

## A first estimate

Let the electron have effective mass $M=m\,m_e$, with $m_e$ the free-electron mass, and let the host have relative permittivity $\varepsilon_r$. The attraction to the core is $-k/r$, where

$$k=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r},$$

and $e>0$ is the elementary charge. Energies are measured from the conduction-band edge at the donor without field.

For the wavefunction $\psi=e^{-r/a}$ we have $|\nabla\psi|^2=\psi^2/a^2$ and $\langle 1/r\rangle=1/a$, so the mean energy is

$$E(a)=\frac{\hbar^2}{2Ma^2}-\frac{k}{a}.$$

Setting $dE/da=0$ gives $a^*=\hbar^2/(Mk)$ and $E=-k/(2a^*)$. With this radius $\psi$ solves the Schrödinger equation, because

$$-\frac{\hbar^2}{2M}\left(\psi''+\frac{2}{r}\psi'\right)=\left(-\frac{\hbar^2}{2Ma^{*2}}+\frac{k}{r}\right)\psi,$$

and the term $k/r$ cancels the attraction. The binding energy is therefore $E_b=k/(2a^*)$.

A field $F$ matters strongly when it changes the electron's energy by about $E_b$ over one orbit radius, so $F\sim E_b/(ea^*)$. Since $k\propto1/\varepsilon_r$, we have $a^*\propto\varepsilon_r/m$ and $E_b\propto m/\varepsilon_r^2$, and hence

$$F\propto\frac{m^2}{\varepsilon_r^3}.$$

Germanium has the smaller average mass, as calculated below, and the larger permittivity. Both lower the field.

The bands are not isotropic. Near each conduction-band minimum there is a mass $m_t$ for the two transverse directions and a larger mass $m_l$ along the valley axis. The rounded model inputs taken here are $m_t=0.19$, $m_l=0.92$, $\varepsilon_r=11.7$ for silicon and $m_t=0.082$, $m_l=1.6$, $\varepsilon_r=16$ for germanium. In a spherical orbit the three directions contribute equally to $\langle|\nabla\psi|^2\rangle$, so the kinetic energy contains the average inverse mass:

$$\frac1m=\frac13\left(\frac{2}{m_t}+\frac{1}{m_l}\right).$$

For silicon $m=3/(10.526+1.087)=0.258$, and for germanium $m=3/(24.390+0.625)=0.120$. The squared mass ratio is 4.64 and the cubed permittivity ratio is 2.56, so silicon should need a field about $4.64\times2.56=11.9$ times larger.

For the size of the field, silicon has $E_b=25.7$ meV and $a^*=2.40$ nm. Their quotient is 10.7 mV/nm. Since 1 mV/nm is 10 kV/cm, this is about 107 kV/cm. For germanium, 6.37 meV and 7.06 nm give about 9 kV/cm. The scaling is sound, but the numerical factor was a guess.

## Where the barrier top lies

Choose $+z$ as the direction in which the electric force pushes the electron. The field vector of magnitude $F$ then points along $-z$, because the electron is negative. The potential energy is

$$V(\mathbf r)=-\frac{k}{r}-eFz .$$

On the positive $z$ axis $r=z$, and

$$\frac{dV}{dz}=\frac{k}{z^2}-eF=0
\quad\Longrightarrow\quad
z_s=\sqrt{\frac{k}{eF}} .$$

At this point the two terms of $V$ are equal, $k/z_s=eFz_s=\sqrt{keF}$, so

$$V_s=-2\sqrt{keF}.$$

The second derivative along the axis is $-2k/z_s^3$, which is negative. For a small sideways step $x$, $r\simeq z_s+x^2/(2z_s)$, and $V$ rises by $kx^2/(2z_s^3)$. The point is a maximum along $z$ and a minimum sideways: a saddle.

It is also the lowest way out. Any path from the donor to large distance crosses the sphere $r=z_s$. On that sphere $z\le z_s$, so $V\ge -k/z_s-eFz_s=V_s$, with equality at the saddle. A classical electron starting inside with energy below $V_s$ cannot leave, since its kinetic energy would have to become negative. Above $V_s$ there is an opening around the saddle.

First hold the level at its zero-field energy $-E_b$. It meets the barrier top when $2\sqrt{keF_c}=E_b$. Squaring and inserting $k$,

$$F_c=\frac{E_b^2}{4ke}=\frac{\pi\varepsilon_0\varepsilon_rE_b^2}{e^3}.$$

At this field $V_s=-2k/z_s=-E_b$, so

$$z_s=\frac{2k}{E_b},\qquad F_c=\frac{k}{ez_s^2}=\frac{E_b}{2ez_s}.$$

The last form explains the missing factor. For the isotropic donor $k=2E_ba^*$, which gives $z_s=4a^*$ and $F_c=E_b/(8ea^*)$, one eighth of the first estimate. The barrier top lies four orbit radii out, and the field supplies half of the energy $E_b$ there. The other half is the Coulomb attraction that remains at that distance.

It is convenient to use effective atomic units, with energy $\mathrm{Ha}^*=k/a^*=2E_b$, length $a^*$ and field $\mathrm{Ha}^*/(ea^*)$. In these units $F_c=1/16$.

For weaker fields, the height of the barrier top above the unshifted level is

$$E_b-2\sqrt{keF}=E_b\left(1-\sqrt{F/F_c}\right).$$

Because of the square root, a quarter of $F_c$ already removes half of the barrier. At $0.75F_c$ about 13% of $E_b$ remains.

## A better binding energy

No mass appears in the saddle condition. Mass enters through $E_b$ alone, and $F_c$ depends on its square, so the binding energy deserves more care than the spherical orbit gives it.

Let $\zeta$ be the coordinate along the valley axis, $\rho$ the distance from that axis, and $\gamma=m_t/m_l$. Take $\hbar^2/(m_tm_ek)$ as the unit of length and $k$ divided by this length as the unit of energy. For one valley the Hamiltonian is then

$$H=-\frac12\left(\partial_x^2+\partial_y^2+\gamma\,\partial_\zeta^2\right)-\frac1r .$$

The heavy mass makes motion along $\zeta$ cheap in kinetic energy, so the orbit can contract in that direction and gain attraction. A trial function that allows this is

$$\psi=\exp\left(-\sqrt{\frac{\rho^2}{a^2}+\frac{\zeta^2}{b^2}}\right),\qquad c=\frac ba<1 .$$

In the stretched coordinates $X=x/a$, $Y=y/a$, $Z=\zeta/b$ it becomes $e^{-R}$, which is spherical. Each of the three squared derivatives then has the mean value $1/3$. Returning to the original coordinates divides them by $a^2$, $a^2$ and $b^2$, and the kinetic energy is

$$T=\frac12\left(\frac{2}{3a^2}+\frac{\gamma}{3b^2}\right)=\frac{A}{a^2},\qquad A=\frac{2+\gamma/c^2}{6}.$$

For the attraction, let $\mu=Z/R$. Then $r=R\sqrt{a^2(1-\mu^2)+b^2\mu^2}$. The radial average is

$$\left\langle\frac1R\right\rangle=\frac{\int_0^\infty R\,e^{-2R}dR}{\int_0^\infty R^2e^{-2R}dR}=\frac{1/4}{1/4}=1,$$

and the angular average gives

$$\left\langle\frac1r\right\rangle=\frac1a\int_0^1\frac{d\mu}{\sqrt{1-(1-c^2)\mu^2}}=\frac Ba,\qquad B=\frac{\arccos c}{\sqrt{1-c^2}} .$$

Here the integral is $\arcsin(\sqrt{1-c^2})/\sqrt{1-c^2}$, and $\arcsin\sqrt{1-c^2}=\arccos c$ for $0<c<1$.

The energy $A/a^2-B/a$ has zero slope at $a=2A/B$, where it equals $B^2/(4A)-B^2/(2A)=-B^2/(4A)$. Thus

$$E_b=\frac{B^2}{4A}$$

in the chosen energy unit, to be maximized over the single number $c$. When $c\to1$, $B\to1$ and $E_b\to\frac12\cdot3/(2+\gamma)$, which is the spherical estimate again. A trial energy cannot lie below the true ground energy of $H$, so both estimates can only err towards too little binding within this one-valley model.

## Silicon and germanium in numbers

For silicon the maximum is at $c=0.573$, with $A=0.4381$, $B=1.1720$ and an energy unit of 37.77 meV:

$$E_b=\frac{1.1720^2}{4\times0.4381}\times37.77\ \text{meV}=29.6\ \text{meV}.$$

For germanium $c=0.354$, $A=0.4015$, $B=1.2927$ and the unit is 8.72 meV:

$$E_b=\frac{1.2927^2}{4\times0.4015}\times8.72\ \text{meV}=9.07\ \text{meV}.$$

A diagonalization of the same $H$ in a large basis gives 29.65 and 9.12 meV. Relative to these values the trial function loses about 0.1% in silicon and 0.6% in germanium, and the resulting fields are low by about twice those fractions.

The constant $k=2E_ba^*$ follows from the isotropic values: $2\times25.68\times2.40=123$ meV nm for silicon and $2\times6.37\times7.06=90$ meV nm for germanium. With the improved binding energies, $z_s=2k/E_b$ is 8.3 nm in silicon and 19.8 nm in germanium. The fields are

$$F_c(\text{Si})=\frac{29.6\ \text{mV}}{2\times8.3\ \text{nm}}\approx1.78\ \text{mV/nm}\approx18\ \text{kV/cm},$$

$$F_c(\text{Ge})=\frac{9.07\ \text{mV}}{2\times19.8\ \text{nm}}\approx0.23\ \text{mV/nm}=2.3\ \text{kV/cm},$$

or 1.8 MV/m and 0.23 MV/m.

| Binding energy used | Si, kV/cm | Ge, kV/cm | Ratio |
|---|---|---|---|
| Isotropic mass | 13.4 | 1.13 | 11.9 |
| Anisotropic masses | 17.8 | 2.28 | 7.8 |

The back-of-envelope ratio was too large because the spherical orbit serves germanium worse. Allowing the orbit to flatten multiplies the binding energy by $29.61/25.68=1.15$ in silicon and by $9.07/6.37=1.42$ in germanium. Squared, these factors are 1.33 and 2.03, and $11.9\times1.33/2.03=7.8$.

The orientation of the field relative to the valley axis does not affect these values, since the Coulomb potential is spherical and the level has been held fixed. Once the level is allowed to shift, that independence is no longer guaranteed: an orbit flattened along one axis need not respond equally in all directions.

## The level moves as well

The size of the shift can be found for the isotropic donor. In effective atomic units $H_0=-\frac12\nabla^2-1/r$, the ground state is $\psi_0=e^{-r}/\sqrt\pi$ with energy $E_0=-\frac12$, and the perturbation is $-Fz$. The first-order energy vanishes because $z$ is odd. The first-order wavefunction obeys

$$(H_0-E_0)\psi_1=Fz\,\psi_0 .$$

Try $\psi_1=Ff\psi_0$ with $f=z(\alpha+\beta r)$. Since $\nabla\psi_0=-\hat{\mathbf r}\psi_0$, the equation reduces to

$$-\tfrac12\nabla^2f+\frac{\partial f}{\partial r}=z .$$

With $\nabla^2z=0$, $\nabla^2(zr)=4z/r$, $\partial_rz=z/r$ and $\partial_r(zr)=2z$, the left side is $(\alpha-2\beta)z/r+2\beta z$. Hence $\beta=\frac12$ and $\alpha=1$. The second-order energy is

$$E_2=\langle\psi_0|-Fz|\psi_1\rangle=-F^2\left\langle z^2\left(1+\frac r2\right)\right\rangle
=-\frac{F^2}{3}\left(\langle r^2\rangle+\frac{\langle r^3\rangle}{2}\right).$$

Using $\langle r^2\rangle=3$ and $\langle r^3\rangle=15/2$, we get $E_2=-\frac94F^2$. The level moves down, away from the barrier top, and the crossing condition becomes

$$2\sqrt F=\frac12+\frac94F^2 .$$

Putting $F=0.0625$ on the right gives $F=0.0647$ on the left, and repeating the step leads to 0.0649. A numerical calculation of the level energy that is not limited to second order puts the crossing at 0.0653, or 4.5% above $1/16$. For the isotropic donor the shift is thus a small correction. For the anisotropic donor it has not been calculated here.

## What happens at the crossing

In the classical picture, with the level held fixed, the electron cannot escape below $F_c$. Above $F_c$ escape becomes possible, though not every orbit finds the opening. Quantum mechanically it can tunnel at any nonzero field, and the level is a decaying state with complex energy $E-i\Gamma/2$. Its probability falls as $e^{-\Gamma t/\hbar}$, so its lifetime is $\hbar/\Gamma$.

The width $\Gamma$ can be computed by replacing $r$ with $re^{i\theta}$ in the Hamiltonian. Far downhill the outgoing wave behaves as $\exp(i\kappa z^{3/2})$ with $\kappa>0$. After the replacement the exponent is $i\kappa e^{3i\theta/2}z^{3/2}$, whose real part is negative for small positive $\theta$. The outgoing wave then decays at large distance and can be represented in an ordinary basis, and the complex energy appears as an eigenvalue. The widths obtained in this way were tested against a change of $\theta$ and of basis.

For the isotropic donor $\Gamma$ is $3.5\times10^{-5}$ at $0.75F_c$, $7.4\times10^{-4}$ at $F_c$ and $1.08\times10^{-3}$ at the shifted crossing, in units of $\mathrm{Ha}^*$. Two things follow.

First, the electron does not leave at once. A circular classical orbit of radius $a^*$ has period $2\pi\hbar/\mathrm{Ha}^*$, so the lifetime at $F_c$ is $1/(2\pi\times7.4\times10^{-4})$, or about 200 such periods. The downward shift, which leaves the true level slightly below the barrier top at $F_c$, is not the main reason. At the shifted crossing, where level and barrier top coincide, the lifetime is still about 150 periods. The opening at the saddle is narrow, and squeezing the wave through it costs energy. Sideways the potential rises as $kx^2/(2z_s^3)$, like a spring, and the zero-point energy of the two sideways directions together is $\hbar\sqrt{k/(Mz_s^3)}$. With $z_s=4a^*$ this is $\mathrm{Ha}^*/8$, or a quarter of $E_b$. An electron with just the saddle energy must therefore still tunnel.

Second, ionization below $F_c$ is far from negligible. The isotropic lifetimes in silicon are 17 ps at $F_c$ and 364 ps at $0.75F_c$. In germanium they are 70 ps and about 1.5 ns, longer because $\mathrm{Ha}^*$ is smaller. If $0.75F_c$ is held for 1 ns, the ionized fraction is $1-e^{-1000/364}\approx94\%$ in silicon and $1-e^{-1/1.47}\approx49\%$ in germanium. The field at which a donor appears to ionize therefore depends on how long one waits. For the isotropic donor $F_c$ marks the range in which the lifetime has become short; it is not a threshold.

These lifetimes belong to the isotropic model, with its own $F_c$ of 13.4 and 1.13 kV/cm. They should not be attached to the anisotropic fields. In a single valley the tunnelling rate depends strongly on the mass along the field. With the field along the valley axis the heavy mass $m_l$ must tunnel, and the lifetime at $F_c$ can be orders of magnitude longer than for a field across the axis, most of all in germanium.

## Real donors and the limits of the estimate

The permittivities used above are close to room-temperature values, and in a cold crystal they are a few percent smaller. At fixed masses the model field varies as $1/\varepsilon_r^3$, so a permittivity smaller by 4% raises it by about 13%.

Close to the core the potential is not a screened Coulomb potential, and a real donor can be bound more deeply than the model says. Phosphorus is bound by roughly 45 meV in silicon and 13 meV in germanium. The saddle then lies at $2k/E_b$, about 5.5 nm and 14 nm from the core. This is many interatomic distances away, so the Coulomb form can still be used for the barrier. The formula $F_c\propto E_b^2$ gives

$$17.8\times\left(\frac{45}{29.6}\right)^2\approx41\ \text{kV/cm},\qquad
2.28\times\left(\frac{13}{9.07}\right)^2\approx4.7\ \text{kV/cm}.$$

With the permittivities used here both fields more than double, while the ratio changes from 7.8 to about 9. For phosphorus the ratio changes less than the fields do, because the binding energy exceeds the model value by similar factors in the two hosts, 1.52 and 1.43. Part of this excess comes from the room-temperature permittivity and not from the core: with a permittivity smaller by 4% the germanium factor falls to about 1.32, and the germanium field then exceeds the model value by a factor of about 1.75 only. Another donor need not give similar factors in the two hosts. Since the binding energies are rough, the fields are best read as about 40 and 5 kV/cm.

The estimate also needs isolated donors. If the mean spacing is comparable with $z_s$, neighbouring cores change the barrier. With the anisotropic values of $z_s$, $1/z_s^3$ is about $2\times10^{18}$ cm$^{-3}$ in silicon and $1\times10^{17}$ cm$^{-3}$ in germanium, and the donor density must be well below this. The temperature must be low enough that the donors are occupied before the field is applied. The coupling between valleys is left out.

Ionization by collisions with moving carriers is left out too, and in a real sample it can come first. A free electron that has gained the energy $E_b$ from the field can knock a bound electron loose. At $F_c$ it gains this energy over the distance $E_b/(eF_c)=2z_s$, which for phosphorus is about 11 nm in silicon and 28 nm in germanium. In a cold, pure crystal electrons can gain energy over much longer distances, so even a few free carriers can empty the donors at fields far below $F_c$. The estimate therefore describes one donor ionized by the field alone, not the field at which a whole sample begins to conduct. The numerical output below gives the values used here.

## Table of computed values

```
Isotropic donor, effective atomic units (a.u.*)
Barrier-top field, unshifted level: 0.0625 a.u.*
Stark coefficient at F=0.01: -2.2556 a.u.*
Crossing with quadratic shift: 0.06489 a.u.*
Crossing with full level energy: 0.06533 a.u.*
Full crossing / unshifted field: 1.045
Width at 0.75 F_c: 3.524e-05 a.u.*
Width at F_c: 7.424e-04 a.u.*
Width at shifted crossing: 1.078e-03 a.u.*
Si: mt=0.19, ml=0.92, eps_r=11.7, gamma=0.2065
Si isotropic mass: 0.2583 m_e
Si isotropic radius a*: 2.40 nm
Si isotropic binding: 25.68 meV
Si isotropic saddle distance: 9.6 nm
Si isotropic field: 13.39 kV/cm
Si trial c=0.573, A=0.4381, B=1.1720
Si trial energy unit: 37.77 meV
Si anisotropic binding: 29.61 meV
Si diagonalized binding: 29.65 meV
Si anisotropic saddle distance: 8.3 nm
Si anisotropic field: 17.81 kV/cm = 1.781 MV/m
Si isotropic lifetime at 0.75 F_c: 364 ps
Si isotropic lifetime at F_c: 17.3 ps
Si field for rough P binding 45 meV: 41 kV/cm
Ge: mt=0.082, ml=1.6, eps_r=16.0, gamma=0.0512
Ge isotropic mass: 0.1199 m_e
Ge isotropic radius a*: 7.06 nm
Ge isotropic binding: 6.37 meV
Ge isotropic saddle distance: 28.2 nm
Ge isotropic field: 1.13 kV/cm
Ge trial c=0.354, A=0.4015, B=1.2927
Ge trial energy unit: 8.72 meV
Ge anisotropic binding: 9.07 meV
Ge diagonalized binding: 9.12 meV
Ge anisotropic saddle distance: 19.8 nm
Ge anisotropic field: 2.28 kV/cm = 0.228 MV/m
Ge isotropic lifetime at 0.75 F_c: 1.47e+03 ps
Ge isotropic lifetime at F_c: 69.6 ps
Ge field for rough P binding 13 meV: 4.7 kV/cm
Si/Ge squared mass factor: 4.64
Si/Ge cubed permittivity factor: 2.56
Si/Ge field ratio, isotropic: 11.9
Si/Ge field ratio, anisotropic: 7.8
Si/Ge field ratio, rough P binding: 8.8
```
